# Conserved angular momentum and spin one-half of a free Dirac particle: verification in Python

```python
"""
Result under test: for the free Dirac Hamiltonian H = c alpha.p + beta c^2,
  [H, L_k] = -i c (alpha x p)_k,   [H, Sigma_k/2] = +i c (alpha x p)_k,
so only the sum J = L + Sigma/2 is conserved, and Sigma/2 is a spin one-half.
Symbols: L = r x p orbital angular momentum, S = Sigma/2 spin, p momentum,
c speed of light, E = c sqrt(p^2 + c^2).  Hartree units: hbar = m = 1.
The example follows a momentum shell |p| = p0 with isotropic amplitude.
"""
import numpy as np
import sympy as sp
from scipy import constants

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
unit2 = np.eye(2)
alpha = np.array([np.kron(pauli[0], s) for s in pauli])
beta = np.kron(pauli[2], unit2).astype(complex)
Sigma = np.array([np.kron(unit2, s) for s in pauli])
spin = Sigma / 2


def commutator(a, b):
    return a @ b - b @ a


def hamiltonian(p, c):
    return c * np.einsum('...j,jab->...ab', p, alpha) + c**2 * beta


def alpha_cross_p(p, k):
    i, j = (k + 1) % 3, (k + 2) % 3
    return (alpha[i] * p[..., j, None, None]
            - alpha[j] * p[..., i, None, None])


# --- Commutators on arbitrary spinor functions, L about an arbitrary origin
def exact(matrix):
    return sp.Matrix(4, 4, lambda a, b: int(matrix[a, b].real)
                     + sp.I * int(matrix[a, b].imag))


X = sp.symbols('x y z', real=True)
origin = sp.symbols('a1 a2 a3', real=True)
c_sym = sp.symbols('c', positive=True)
R = [X[n] - origin[n] for n in range(3)]
alpha_sym = [exact(m) for m in alpha]
Sigma_sym = [exact(m) for m in Sigma]
beta_sym = exact(beta)
psi_sym = sp.Matrix([sp.Function('f%d' % n)(*X) for n in range(4)])


def P_op(j, s):
    return s.applyfunc(lambda f: -sp.I * sp.diff(f, X[j]))


def H_op(s):
    out = c_sym**2 * beta_sym * s
    for j in range(3):
        out += c_sym * alpha_sym[j] * P_op(j, s)
    return out


def L_op(k, s):
    i, j = (k + 1) % 3, (k + 2) % 3
    return R[i] * P_op(j, s) - R[j] * P_op(i, s)


def S_op(k, s):
    return Sigma_sym[k] * s / 2


def is_zero(s):
    return all(sp.expand(entry) == 0 for entry in s)


H_psi = H_op(psi_sym)
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    comm_L = H_op(L_op(k, psi_sym)) - L_op(k, H_psi)
    comm_S = H_op(S_op(k, psi_sym)) - S_op(k, H_psi)
    cross = (alpha_sym[i] * P_op(j, psi_sym)
             - alpha_sym[j] * P_op(i, psi_sym))
    assert not is_zero(comm_L) and not is_zero(comm_S)
    assert is_zero(comm_L + sp.I * c_sym * cross)
    assert is_zero(comm_S - sp.I * c_sym * cross)
    assert is_zero(comm_L + comm_S)

# --- Find the constant matrix S_k from conservation of L_k + S_k alone.
# In momentum space [H, L_k] = -(L_k H)(p), with L_k = -i (p x grad_p)_k.
rng = np.random.default_rng(4)
momenta = rng.normal(size=(6, 3))
step = 1e-3
ranks = []
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    rows, rhs = [], []
    for p in momenta:
        grad = [(hamiltonian(p + step * e, 1.0)
                 - hamiltonian(p - step * e, 1.0)) / (2 * step)
                for e in np.eye(3)]
        L_on_H = -1j * (p[i] * grad[j] - p[j] * grad[i])
        h = hamiltonian(p, 1.0)
        rows.append(np.kron(h, np.eye(4)) - np.kron(np.eye(4), h.T))
        rhs.append(L_on_H.ravel())
    A, b = np.vstack(rows), np.concatenate(rhs)
    solution, _, rank, _ = np.linalg.lstsq(A, b, rcond=1e-10)
    ranks.append(int(rank))
    assert np.allclose(A @ solution, b, atol=1e-10)
    assert rank == 15      # only multiples of the unit matrix stay free
    # the minimum-norm solution is the traceless one
    assert np.allclose(solution.reshape(4, 4), spin[k], atol=1e-10)

# --- Spin algebra, eigenvalues, size of the commutator, helicity
for k in range(3):
    i, j = (k + 1) % 3, (k + 2) % 3
    assert np.allclose(commutator(spin[i], spin[j]), 1j * spin[k])
    assert np.allclose(np.linalg.eigvalsh(spin[k]), [-0.5, -0.5, 0.5, 0.5])
spin_squared = sum(s @ s for s in spin)
assert np.allclose(spin_squared, 0.75 * np.eye(4))
for p in momenta:
    h = hamiltonian(p, 1.0)
    singular = np.linalg.svd(commutator(h, spin[2]), compute_uv=False)
    assert np.allclose(singular, np.hypot(p[0], p[1]))
    helicity = np.einsum('j,jab->ab', p, Sigma) / np.linalg.norm(p)
    assert np.allclose(commutator(h, helicity), 0)
    energies, vectors = np.linalg.eigh(h)
    P_plus = vectors[:, 2:] @ vectors[:, 2:].conj().T
    for k in range(3):
        velocity = p[k] / energies[3]
        assert np.allclose(P_plus @ alpha[k] @ P_plus, velocity * P_plus)
        assert np.allclose(P_plus @ alpha_cross_p(p, k) @ P_plus, 0)

# --- Worked example: exact evolution on the shell |p| = p0
c = 1 / constants.fine_structure
p0 = 100.0
n_theta, n_phi = 12, 16
cos_theta, w_theta = np.polynomial.legendre.leggauss(n_theta)
phi = 2 * np.pi * np.arange(n_phi) / n_phi
CT, PH = np.meshgrid(cos_theta, phi, indexing='ij')
ST = np.sqrt(1 - CT**2)
p_grid = p0 * np.stack([ST * np.cos(PH), ST * np.sin(PH), CT], axis=-1)
weight = np.repeat(w_theta[:, None], n_phi, axis=1) / (2 * n_phi)
m_values = np.fft.fftfreq(n_phi, 1 / n_phi)
levels, modes = np.linalg.eigh(hamiltonian(p_grid, c))
start = np.zeros((n_theta, n_phi, 4), complex)
start[..., 0] = 1.0


def evolve(state, t):
    amp = np.einsum('...ab,...a->...b', modes.conj(), state)
    return np.einsum('...ab,...b->...a', modes, amp * np.exp(-1j * levels * t))


def mean(state, image):
    return np.sum(weight[..., None] * state.conj() * image).real


def mean_L(state):
    spectrum = np.fft.fft(state, axis=1) * m_values[None, :, None]
    return mean(state, np.fft.ifft(spectrum, axis=1))


def mean_S(state):
    return mean(state, state @ spin[2].T)


def mean_torque(state):
    op = c * alpha_cross_p(p_grid, 2)
    return mean(state, np.einsum('...ab,...b->...a', op, state))


E = c * np.sqrt(p0**2 + c**2)
assert np.allclose(np.abs(levels), E, rtol=1e-12)
beta_v = c * p0 / E
period = np.pi / E
fractions = [0.0, 0.125, 0.25, 0.5, 0.75, 1.0]
table = []
for f in fractions:
    t = f * period
    state = evolve(start, t)
    L_z, S_z, torque = mean_L(state), mean_S(state), mean_torque(state)
    W = mean(state[..., 2:], state[..., 2:])
    assert abs(W - beta_v**2 * np.sin(E * t)**2) < 1e-10
    assert abs(L_z - 2 * beta_v**2 * np.sin(E * t)**2 / 3) < 1e-10
    assert abs(S_z - 0.5 + 2 * beta_v**2 * np.sin(E * t)**2 / 3) < 1e-10
    assert abs(L_z + S_z - 0.5) < 1e-10
    predicted = 2 * beta_v**2 * E * np.sin(2 * E * t) / 3
    assert abs(torque - predicted) < 1e-9 * E
    dt = 1e-4 * period
    later, earlier = evolve(start, t + dt), evolve(start, t - dt)
    rate_L = (mean_L(later) - mean_L(earlier)) / (2 * dt)
    rate_S = (mean_S(later) - mean_S(earlier)) / (2 * dt)
    # central differences: relative error about 1e-7
    assert abs(rate_L - torque) < 1e-6 * E
    assert abs(rate_S + torque) < 1e-6 * E
    table.append((f, W, L_z, S_z, L_z + S_z, torque))

# --- The same initial state restricted to positive energies
amp = np.einsum('...ab,...a->...b', modes.conj(), start)
amp[..., :2] = 0
positive = np.einsum('...ab,...b->...a', modes, amp)
positive /= np.sqrt(mean(positive, positive))
W_pos = mean(positive[..., 2:], positive[..., 2:])
assert abs(W_pos - (1 - c**2 / E) / 2) < 1e-10
L_pos, S_pos = mean_L(positive), mean_S(positive)
assert abs(L_pos - (1 - c**2 / E) / 3) < 1e-10
assert abs(L_pos + S_pos - 0.5) < 1e-10
for f in fractions:
    moved = evolve(positive, f * period)
    assert abs(mean_L(moved) - L_pos) < 1e-10
    assert abs(mean_S(moved) - S_pos) < 1e-10
    assert abs(mean_torque(moved)) < 1e-9 * E
harmonics = np.fft.fft(positive, axis=1) / n_phi
prob_m = np.einsum('t,tma->m', w_theta / 2, np.abs(harmonics)**2)
assert abs(prob_m[0] + prob_m[1] - 1) < 1e-10
assert abs(prob_m[1] - L_pos) < 1e-10 and prob_m[1] > 0.01
prob_down = mean(positive[..., 1::2], positive[..., 1::2])
assert abs(prob_down - prob_m[1]) < 1e-10

time_unit = constants.physical_constants['atomic unit of time'][0]
print("SPIN MATRIX FOUND FROM CONSERVATION OF L + S")
print("unknown entries per component:", A.shape[1])
print("rank of the linear equations (x, y, z):", ranks)
print("eigenvalues of S_z (hbar):", np.linalg.eigvalsh(spin[2]))
print(f"S squared (hbar^2): {spin_squared[0, 0].real:.2f}")
print("MOMENTUM SHELL, INITIAL SPINOR (1,0,0,0)")
print(f"speed of light c = {c:.6f} a.u.")
print(f"momentum p0 = {p0:.1f} a.u.")
print(f"rest energy c^2 = {c**2:.3f} hartree")
print(f"energy E = {E:.3f} hartree")
print(f"ratio c p0/E = {beta_v:.6f} (dimensionless)")
print(f"ratio c^2/E = {c**2 / E:.6f} (dimensionless)")
print(f"exchange period pi/E = {period:.6e} a.u. of time")
print(f"exchange period = {period * time_unit:.4e} s")
print("t/period; lower weight W; L_z, S_z, J_z (hbar); torque (hartree)")
for f, W, L_z, S_z, J_z, torque in table:
    values = [v if abs(v) > 1e-7 else 0.0 for v in (W, L_z, S_z, J_z)]
    shown_torque = torque if abs(torque) > 1e-4 else 0.0
    print(f"{f:.3f}  " + "  ".join(f"{v:.6f}" for v in values)
          + f"  {shown_torque:.3f}")
print("SAME STATE PROJECTED ON POSITIVE ENERGIES")
print(f"lower weight W = {W_pos:.6f} (dimensionless)")
print(f"constant mean L_z = {L_pos:.6f} hbar")
print(f"constant mean S_z = {S_pos:.6f} hbar")
print(f"mean J_z = {L_pos + S_pos:.6f} hbar")
print(f"probability of L_z = 0: {prob_m[0]:.6f}")
print(f"probability of L_z = 1 hbar: {prob_m[1]:.6f}")
print(f"probability of S_z = -1/2 hbar: {prob_down:.6f}")
print("ALL CHECKS PASSED")
```

Output:

```
SPIN MATRIX FOUND FROM CONSERVATION OF L + S
unknown entries per component: 16
rank of the linear equations (x, y, z): [15, 15, 15]
eigenvalues of S_z (hbar): [-0.5 -0.5  0.5  0.5]
S squared (hbar^2): 0.75
MOMENTUM SHELL, INITIAL SPINOR (1,0,0,0)
speed of light c = 137.035999 a.u.
momentum p0 = 100.0 a.u.
rest energy c^2 = 18778.865 hartree
energy E = 23247.246 hartree
ratio c p0/E = 0.589472 (dimensionless)
ratio c^2/E = 0.807789 (dimensionless)
exchange period pi/E = 1.351383e-04 a.u. of time
exchange period = 3.2688e-21 s
t/period; lower weight W; L_z, S_z, J_z (hbar); torque (hartree)
0.000  0.000000  0.000000  0.500000  0.500000  0.000
0.125  0.050887  0.033925  0.466075  0.500000  3807.953
0.250  0.173739  0.115826  0.384174  0.500000  5385.259
0.500  0.347477  0.231651  0.268349  0.500000  0.000
0.750  0.173739  0.115826  0.384174  0.500000  -5385.259
1.000  0.000000  0.000000  0.500000  0.500000  0.000
SAME STATE PROJECTED ON POSITIVE ENERGIES
lower weight W = 0.096106 (dimensionless)
constant mean L_z = 0.064070 hbar
constant mean S_z = 0.435930 hbar
mean J_z = 0.500000 hbar
probability of L_z = 0: 0.935930
probability of L_z = 1 hbar: 0.064070
probability of S_z = -1/2 hbar: 0.064070
ALL CHECKS PASSED
```
